# The RPA Plasmon Formula from Zero-Point Energies and from the Adiabatic Connection, part 2

The problem is to find the energy contributed by coupled charge fluctuations in a molecule, and to see whether the excitation frequencies alone determine it. The algebra is in atomic units.

A pair \(\mu=(i,a)\) joins an occupied to an empty real spin orbital, with orbital energies \(\varepsilon\) and transition density \(f_\mu=\phi_i\phi_a\), summed over spin. \(D\) is the diagonal matrix of \(\varepsilon_a-\varepsilon_i\), and \(K_{\mu\nu}=(ia|jb)\) is the Coulomb energy between two transition densities. Direct RPA has \(A=D+K\), \(B=K\).

The first half replaced promotions by bosons \(b_\mu^\dagger\), whose vacuum stands for the mean-field determinant, with

\[
H=\sum_{\mu\nu}A_{\mu\nu}b_\mu^\dagger b_\nu+\tfrac12\sum_{\mu\nu}B_{\mu\nu}\left(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu\right).
\]

A normal mode is created by \(O^\dagger=\sum_\mu(X_\mu b_\mu^\dagger-Y_\mu b_\mu)\). For \(A\pm B\) positive definite, the frequencies \(\Omega_n\) and ground-state energy follow from

\[
Mu=\Omega^2u,\qquad M=(A-B)^{1/2}(A+B)(A-B)^{1/2},
\]
\[
E=\tfrac12\mathrm{Tr}\left(M^{1/2}-A\right),\qquad E=-\sum_n\Omega_n|Y_n|^2\le0 .
\]

The coordinates are defined by \(b_\mu=(x_\mu+ip_\mu)/\sqrt2\), \(x=Rx'\), \(x'=ZQ\), where \(R=(A-B)^{1/2}\), \(Z\) holds the eigenvectors of \(M\), and \(Q_n\) oscillates at \(\Omega_n\).

For weak coupling, \(A=D+tA'\) and \(B=tB'\),

\[
E^{(2)}=-\frac{t^2}{2}\sum_{\mu\nu}\frac{B'^2_{\mu\nu}}{D_\mu+D_\nu}.
\]

If \(A-B\) is positive definite but \(A+B\) has a negative eigenvalue, some \(\Omega\) is imaginary; this is the instability.

The two-mode example has, in eV,

\[
A=\begin{pmatrix}6&1\\1&9\end{pmatrix},\quad
B=\begin{pmatrix}2&1.5\\1.5&3\end{pmatrix}.
\]

The second derivation starts from the interacting electrons, with \(H_\lambda=T+V_\lambda+\lambda V_{ee}\) for \(0\le\lambda\le1\): kinetic energy, one-electron potential and scaled electron repulsion. \(V_\lambda\) keeps the density \(n(\mathbf r)\) of the nondegenerate ground state \(\Psi_\lambda\) fixed; \(\lambda=0\) is the Kohn-Sham system, and \(\Psi_0\) is a determinant. With \(v=1/|\mathbf r-\mathbf r'|\), density operator \(\hat n=n+\delta\hat n\), and \(\delta\hat n'\) taken at \(\mathbf r'\), the correlation energy is

\[
E_c=\tfrac12\int_0^1d\lambda\iint v\left[\langle\delta\hat n\,\delta\hat n'\rangle_\lambda-\langle\delta\hat n\,\delta\hat n'\rangle_0\right]d\mathbf r\,d\mathbf r'.
\]

**Fluctuations from response.** Apply a small perturbation \(F e^{\omega t}\), with \(\omega>0\) and \(F=\int\delta V\,\hat n\,d\mathbf r\). Let \(c_n\) be the first-order amplitude of the excited state \(n\), relative to the phase of the ground state, and \(\omega_n\) its excitation energy. The Schrödinger equation gives

\[
i\dot c_n=\omega_nc_n+F_{n0}e^{\omega t}\quad\Rightarrow\quad c_n=\frac{F_{n0}}{i\omega-\omega_n}\,e^{\omega t}.
\]

Let \(\rho_n(\mathbf r)=\langle n|\hat n(\mathbf r)|0\rangle\), taken real. The density change is \(\sum_n2\rho_n\,\mathrm{Re}\,c_n\), and \(\mathrm{Re}(i\omega-\omega_n)^{-1}=-\omega_n/(\omega^2+\omega_n^2)\). The response function at imaginary frequency is thus

\[
\chi(\mathbf r,\mathbf r',i\omega)=-\sum_n\frac{2\omega_n\,\rho_n(\mathbf r)\rho_n(\mathbf r')}{\omega^2+\omega_n^2}.
\]

It is continued to negative \(\omega\) as an even function. Because \(\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac{2\omega_n}{\omega^2+\omega_n^2}=1\), and because the excited states are complete apart from the ground state,

\[
-\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\chi(i\omega)=\sum_n\rho_n(\mathbf r)\rho_n(\mathbf r')=\langle\delta\hat n\,\delta\hat n'\rangle .
\]

This is the fluctuation-dissipation theorem at zero temperature. In the two-mode model of the first half, the ground state gives 0.7307 for the mean square of \(b_1+b_1^\dagger\), against 1 in the vacuum. The frequency integral of the response gives the same 0.7307. Inserted into \(E_c\),

\[
E_c=-\tfrac12\int_0^1d\lambda\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\mathrm{Tr}\,v\left[\chi_\lambda(i\omega)-\chi_0(i\omega)\right].
\]

Up to here nothing has been approximated.

**The RPA response.** At \(\lambda=0\) the excited states reached by the density operator are single promotions, so

\[
\chi_0=-\sum_\mu f_\mu\,\frac{2D_\mu}{D_\mu^2+\omega^2}\,f_\mu .
\]

At finite \(\lambda\), the density change \(\delta n\) can be reproduced by independent electrons in a changed effective potential. This change contains \(\delta V\), the Coulomb potential \(\lambda v\,\delta n\), and a change of the exchange-correlation potential. Direct RPA drops the last part. Then \(\delta n=\chi_0(\delta V+\lambda v\,\delta n)\), or

\[
\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda .
\]

The same \(\chi_0\) serves at each \(\lambda\), because the density, and hence the Kohn-Sham system, is fixed.

Write \(\chi_\lambda=-\sum_{\mu\nu}f_\mu(\Pi_\lambda)_{\mu\nu}f_\nu\). In the product \(\chi_0v\chi_\lambda\) the two minus signs cancel, and \(v\) between two transition densities gives \(K\). The equation is satisfied by \(\Pi_\lambda=\Pi_0-\lambda\Pi_0K\Pi_\lambda\). Multiplying by \(\Pi_0^{-1}=(D^2+\omega^2)(2D)^{-1}\),

\[
\left[(D^2+\omega^2)(2D)^{-1}+\lambda K\right]\Pi_\lambda=1 .
\]

The bracket equals \(\tfrac12D^{-1/2}\left[D^2+\omega^2+2\lambda D^{1/2}KD^{1/2}\right]D^{-1/2}\). Its inverse is

\[
\Pi_\lambda=2D^{1/2}(M_\lambda+\omega^2)^{-1}D^{1/2},\qquad M_\lambda=D^2+2\lambda D^{1/2}KD^{1/2}.
\]

With \(A_\lambda=D+\lambda K\) and \(B_\lambda=\lambda K\), one has \(A_\lambda-B_\lambda=D\) and \(A_\lambda+B_\lambda=D+2\lambda K\). So \(M_\lambda\) is the symmetric RPA matrix at coupling \(\lambda\), and \(M_1=M\).

For any real vector \(u\), \(u^TKu\) is the electrostatic energy, doubled, of the charge distribution \(\sum_\mu u_\mu f_\mu\), and is not negative. Hence \(M_\lambda\) is positive definite when all \(D_\mu>0\), and the instability of the first half cannot occur in direct RPA.

**The two integrals.** In the pair space the energy is

\[
E_c=\tfrac12\int_0^1d\lambda\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\mathrm{Tr}\,K(\Pi_\lambda-\Pi_0).
\]

For each eigenvalue \(m^2\) of \(M_\lambda\), \(\int\frac{d\omega}{2\pi}\frac{2}{m^2+\omega^2}=\frac1m\). The frequency integral of \(\Pi_\lambda\) is therefore \(D^{1/2}M_\lambda^{-1/2}D^{1/2}\), which becomes the unit matrix at \(\lambda=0\):

\[
E_c=\int_0^1W(\lambda)\,d\lambda,\qquad
W(\lambda)=\tfrac12\mathrm{Tr}\,K\left[D^{1/2}M_\lambda^{-1/2}D^{1/2}-1\right].
\]

For the coupling integral let \(S=M_\lambda^{1/2}\), and let a prime denote \(d/d\lambda\). Differentiating \(S^2=M_\lambda\) gives \(S'S+SS'=M_\lambda'\). Multiplying from the right by \(S^{-1}\) and taking the trace, with its cyclic property, gives \(2\,\mathrm{Tr}S'=\mathrm{Tr}\,S^{-1}M_\lambda'\). Since \(M_\lambda'=2D^{1/2}KD^{1/2}\),

\[
\frac{d}{d\lambda}\mathrm{Tr}M_\lambda^{1/2}=\mathrm{Tr}\,M_\lambda^{-1/2}D^{1/2}KD^{1/2}.
\]

This is twice the first term of \(W\). With \(M_0^{1/2}=D\), the integral is

\[
E_c=\tfrac12\left[\mathrm{Tr}M^{1/2}-\mathrm{Tr}D-\mathrm{Tr}K\right]=\tfrac12\mathrm{Tr}\left(M^{1/2}-A\right).
\]

The coupling integral may also be done first. The Dyson equation gives \(\chi_\lambda v=(1-\lambda\chi_0v)^{-1}\chi_0v\), whose trace integrates over \(\lambda\) to \(-\mathrm{Tr}\ln(1-\chi_0v)\). Since the integrand is even in \(\omega\),

\[
E_c=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right].
\]

This form needs no excitation frequencies and offers an independent numerical check.

**Closed shells.** For each spatial pair there are an up-spin and a down-spin promotion, with the same \(D\) and with the Coulomb integral \(K\) between any two of them, equal spins or not. In the difference of the two the transition densities cancel at every point, so it has \(A=D\), \(B=0\) and no correlation energy. The normalized sum has \(A=D+2K\) and \(B=2K\), where \(K\) now refers to spatial orbitals. Spin-flip promotions have no transition density and contribute nothing. The formula is then applied to the sum combinations alone, and the second-order result of the first half becomes \(-2\sum_{\mu\nu}K_{\mu\nu}^2/(D_\mu+D_\nu)\).

**Water.** The example uses O–H distances of 0.96 angstrom, an angle of 104.5 degrees, PBE orbitals in the cc-pVDZ basis, and all electrons. Five occupied and 19 empty orbitals make 95 pairs. The traces are

\[
\mathrm{Tr}A=\mathrm{Tr}D+\mathrm{Tr}\,2K=14833.083+190.933=15024.017\ \text{eV},
\]
\[
E_c=\tfrac12(15007.219-15024.017)=-8.40\ \text{eV}\quad(-0.3086\ \text{hartree}).
\]

The integral over \(\lambda\) and the integral over \(\omega\) give the same value. The coupling integral can be followed by hand: \(W(0)=0\), \(W(0.5)=-8.928\) eV and \(W(1)=-14.484\) eV. Simpson's rule gives \([4(-8.928)-14.484]/6=-8.37\) eV, within half a percent of the full integral.

The lowest singlet frequency, 7.63 eV, lies above the smallest orbital energy difference, 7.03 eV. Both numbers depend on the basis: they are 7.51 and 7.00 eV in cc-pVTZ, and 6.59 and 6.29 eV in aug-cc-pVDZ, with the order unchanged. This holds for the whole ordered spectrum: \(M-D^2\) has no negative eigenvalue, so no frequency falls below its counterpart in \(D\). The correlation energy is negative all the same, because the frequencies rise by less than \(\mathrm{Tr}A\) does.

The second-order term alone is \(-12.54\) eV. Everything beyond second order together contributes \(+4.14\) eV, so second order is a poor substitute for the full expression here. The value \(-8.40\) eV is a direct-RPA result in a small basis and is far from converged: it becomes \(-9.13\) eV in aug-cc-pVDZ and \(-11.57\) eV in cc-pVTZ, where the second-order term is \(-14.01\) and \(-16.60\) eV. It omits exchange-correlation effects in the response and the contribution of the missing basis functions, and it uses PBE orbitals and orbital energies in place of the exact Kohn-Sham ones assumed in the derivation.

**What each derivation assumes.** The boson derivation holds for any real symmetric \(A\) and \(B\) with \(A\pm B\) positive definite. It needs neither a fixed density nor a diagonal \(A-B\), and within the quadratic model the energy is exact. Its weak point is the step from electrons to bosons. Nothing in the algebra says that the zero-point energy is the electronic correlation energy.

That gap shows when exchange is kept, so that \(B_{ia,jb}=(ia|jb)-(ib|ja)\). The promotion of two electrons from \(i,j\) to \(a,b\) can be assembled from the pairs \((ia)(jb)\) or \((ib)(ja)\). These are two boson states but, up to sign, one determinant. The boson formula gives

\[
E^{(2)}=-\frac12\sum_{ijab}\frac{B_{ia,jb}^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j},
\]

where the sum runs over all spin orbitals, spin-flip pairs included, since exchange gives these a nonzero \(B\). The MP2 energy, by contrast, counts each determinant once. Its unrestricted sum visits each set \(i<j\), \(a<b\) four times and so carries the factor \(\tfrac14\). For water with Hartree-Fock orbitals in the 6-31G basis, MP2 gives \(-3.512\) eV and the second-order part of the plasmon expression \(-7.023\) eV, a ratio of 2.000. The two energies depend strongly on the basis (\(-5.56\) and \(-11.11\) eV in cc-pVDZ); the ratio does not. With exchange in both matrices, the prefactor \(\tfrac12\) is thus wrong for the correlation energy already at leading order.

The adiabatic connection starts from the electronic correlation energy itself, so the identification is not in doubt. It assumes a nondegenerate path at fixed density and makes one approximation, the neglect of the exchange-correlation response. The closed result also relies on \(A_\lambda-B_\lambda=D\) being independent of \(\lambda\), and on the interaction energy containing the same \(K\) as the response. Both are properties of direct RPA.

The neglect has a visible cost. For a single electron the true correlation energy is zero, yet \(K\neq0\), and the result \(E=-\sum_n\Omega_n|Y_n|^2\) is negative. The electron responds to its own Coulomb field.

For direct RPA the two routes agree at each coupling strength, not just at the end. Let \(E(\lambda)\) be the boson ground-state energy with \(K\) replaced by \(\lambda K\). The Hellmann-Feynman theorem gives

\[
\frac{dE}{d\lambda}=\tfrac12\sum_{\mu\nu}K_{\mu\nu}\left[\langle(b_\mu+b_\mu^\dagger)(b_\nu+b_\nu^\dagger)\rangle_\lambda-\delta_{\mu\nu}\right].
\]

Here \(b_\mu+b_\mu^\dagger=\sqrt2\,x_\mu\) and \(x=D^{1/2}ZQ\), with \(\langle Q_n^2\rangle=1/(2\Omega_n)\) in the ground state. The expectation value is therefore the \(\mu\nu\) element of \(D^{1/2}M_\lambda^{-1/2}D^{1/2}\), and \(dE/d\lambda=W(\lambda)\). The density fluctuations of the RPA electrons are those of the coupled oscillators, which is why the zero-point energy of the second gives the correlation energy of the first.

## Table of computed values

```
TWO-MODE MODEL
A: 11 = 6.0000, 12 = 1.0000, 22 = 9.0000 eV
B: 11 = 2.0000, 12 = 1.5000, 22 = 3.0000 eV
A-B: 11 = 4.0000, 12 = -0.5000, 22 = 6.0000 eV
A+B: 11 = 8.0000, 12 = 2.5000, 22 = 12.0000 eV
M: 11 = 30.9272, 12 = 7.1455, 22 = 70.5728 eV^2
Frequencies: 5.447815, 8.474745 eV
Trace of M^(1/2): 13.922561 eV
Trace of A: 15.000000 eV
Plasmon-formula energy: -0.538720 eV
Fock-space ground energy: -0.538720 eV
Boson levels kept per mode: 22
Fluctuation of b1+b1^dagger, Fock state: 0.730684
Same, from frequency integral: 0.730684
Unstable case B = -7 eV times unit matrix: lowest eigenvalue of M -16.5416 eV^2, |Im Omega| 4.0671 eV
WATER, PBE orbitals, cc-pVDZ, all electrons, direct RPA
O-H distance: 0.96 angstrom; angle: 104.5 degrees
Occupied, virtual orbitals, pairs: 5, 19, 95
Smallest orbital energy difference: 7.0277 eV
Lowest singlet direct-RPA frequency: 7.6328 eV
Trace of D: 14833.0834 eV
Trace of 2K: 190.9333 eV
Trace of A: 15024.0167 eV
Trace of M^(1/2): 15007.2192 eV
E_c, plasmon formula: -8.3987 eV = -0.308648 hartree
E_c, minus sum of Omega |Y|^2: -8.3987 eV
E_c, spin-orbital matrices: -8.3987 eV
E_c, coupling integration: -8.3987 eV
E_c, frequency integration: -8.3987 eV
Coupling integrand at 0.5: -8.9284 eV
Coupling integrand at 1: -14.4842 eV
Second-order direct term: -12.5376 eV
WATER, Hartree-Fock orbitals, 6-31G, exchange kept in A and B
MP2 correlation energy: -3.5117 eV
Second-order part of (1/2)Tr(M^(1/2)-A): -7.0235 eV
Ratio: 2.0000
```
